\section*{Why a hexagonal crystal can contract along one axis on heating}

\section*{The question}

Stretch a crystal slightly along one axis, with its other dimensions held fixed, and suppose that its vibration frequencies fall. The directional Gruneisen parameter for that axis is then positive. Lower frequencies mean more entropy at a given temperature, so heating seems to favour expansion along that axis. In a hexagonal crystal let this hold both along the hexagonal axis $c$ and along every direction in the basal plane. How can the crystal, free of external stress, still become shorter along one of them when it is heated?

In a hexagonal crystal ``one axis'' has two meanings. Either $c$ contracts, or the lattice parameter $a$ contracts and with it every direction in the basal plane, since the expansion in that plane is isotropic.

\section*{The mechanism}

Heat the crystal in two stages. In the first, clamps keep the length along $c$ fixed while the basal plane is free. The vibrations push outward in the plane, nothing opposes them but the plane's own stiffness, and $a$ grows. The vibrations also push against the clamps on $c$.

In the second stage remove the clamps. If the crystal now lengthens along $c$, it becomes narrower in the basal plane, as a stretched rubber band becomes thinner, provided the elastic constant $C_{13}$ that couples $c$ to the plane is positive, as it usually is. The final change of $a$ is the growth of the first stage minus the narrowing of the second. When the crystal is soft along $c$, or the vibrations push hard along $c$, the narrowing can win.

The positive Gruneisen parameter is not contradicted. It describes a strain along one axis with the others fixed, whereas a free crystal changes all its dimensions together. The Gruneisen parameters give the thermal pushes; the elastic constants decide what shape results from them.

\section*{From vibrations to thermal stress}

Let $\varepsilon_i$ be the strains in Voigt order, with $1,2$ in the basal plane, $3$ along $c$, and engineering shears for $4,5,6$. Strain is measured from the equilibrium state at zero temperature, and $C_{ij}$ are the elastic constants of that state, zero-point motion included. Let $V$ be the volume per atom in that state. In the quasi-harmonic approximation the vibrations are independent oscillators whose frequencies depend on strain. To the order needed here,
\begin{equation}
\ln\omega_m=\ln\omega_{m0}-\sum_i\gamma_{m,i}\varepsilon_i ,\qquad
\gamma_{m,i}=-\frac{\partial\ln\omega_m}{\partial\varepsilon_i}.
\end{equation}
Each derivative is taken with all other strains fixed. Where symmetry leaves an atomic coordinate inside the cell free, as in the wurtzite structure, both $\gamma_{m,i}$ and $C_{ij}$ must be taken with that coordinate relaxed at each strain; parameters taken with it frozen can give the wrong sign of the expansion. A derivative with respect to $\ln a$ that stretches both basal directions at once would give twice the in-plane parameter used here.

The free energy per reference volume is
\begin{equation}
f=\frac12\sum_{ij}\varepsilon_iC_{ij}\varepsilon_j
+\frac{kT}{V}\sum_m\ln\left(1-e^{-x_m}\right),\qquad
x_m=\frac{\hbar\omega_m}{kT},
\end{equation}
where $m$ runs over the modes, counted per atom. The zero-point energy does not appear separately because it is already in the reference state and in $C_{ij}$.

The derivative of $kT\ln(1-e^{-x})$ with respect to $\omega$ is $\hbar/(e^x-1)$, and $\partial\omega_m/\partial\varepsilon_i=-\gamma_{m,i}\omega_m$. At zero stress, therefore,
\begin{equation}
0=\frac{\partial f}{\partial\varepsilon_i}
=\sum_jC_{ij}\varepsilon_j-\frac1V\sum_m\gamma_{m,i}u_m,\qquad
u_m=\frac{\hbar\omega_m}{e^{x_m}-1}.
\label{eq:balance}
\end{equation}
The last term is the outward thermal stress, with $u_m$ the thermal energy of the mode.

As $T$ changes, the equilibrium strain changes at the rate $\alpha_j=d\varepsilon_j/dT$, and the balance must persist:
\begin{equation}
\sum_j\frac{\partial^2f}{\partial\varepsilon_i\partial\varepsilon_j}\alpha_j
+\frac{\partial^2f}{\partial\varepsilon_i\partial T}=0 .
\end{equation}
At fixed strain the frequencies are fixed, so the temperature derivative of $u_m$ is the heat capacity of the mode,
\begin{equation}
c_m=\left(\frac{\partial u_m}{\partial T}\right)_{\varepsilon}
=k\,\frac{x_m^2e^{x_m}}{(e^{x_m}-1)^2}.
\end{equation}
The second derivative of $f$ with respect to strain is the isothermal elastic matrix $C^T_{ij}$ at the equilibrium strain. Hence
\begin{equation}
\sum_jC^T_{ij}\alpha_j=\frac1V\sum_m\gamma_{m,i}c_m .
\label{eq:exact}
\end{equation}
This is exact for the model free energy. To leading order in the thermal strain, $C^T$ may be replaced by $C$ and the frequencies in $c_m$ by $\omega_{m0}$. The formulas below use that replacement.

\section*{What hexagonal symmetry does}

A single mode need not treat the two basal directions alike. Its in-plane parameters may be $g+\delta\cos2\theta$ and $g-\delta\cos2\theta$, with shear part $\delta\sin2\theta$, where $\theta$ is the orientation of the mode. Symmetry supplies partners of equal frequency at $\theta+60^\circ$ and $\theta+120^\circ$. For $\theta=0$ the three cosines are $1,-\frac12,-\frac12$ and the three sines are $0,\frac{\sqrt3}{2},-\frac{\sqrt3}{2}$. Both sets add to zero, and turning the whole set by a common angle does not change that. The parts for shear between $c$ and the plane turn like a vector. They cancel over the rotations by $0^\circ$, $120^\circ$ and $240^\circ$, which hexagonal symmetry also includes.

Two averages remain. With $C_V=\sum_mc_m$ the heat capacity per atom,
\begin{equation}
\gamma_a=\frac{\sum_m\gamma_{m,1}c_m}{C_V}
=\frac{\sum_m\gamma_{m,2}c_m}{C_V},\qquad
\gamma_c=\frac{\sum_m\gamma_{m,3}c_m}{C_V}.
\end{equation}
Define $p_a=\gamma_aC_V/V$ and $p_c=\gamma_cC_V/V$. They are the rates at which the thermal stress grows with temperature at fixed shape.

\section*{The expansion formula}

With $\alpha_1=\alpha_2=\alpha_a$ and $\alpha_3=\alpha_c$, the conditions in the plane and along $c$ are
\begin{align}
(C_{11}+C_{12})\alpha_a+C_{13}\alpha_c&=p_a,\label{eq:a}\\
2C_{13}\alpha_a+C_{33}\alpha_c&=p_c.\label{eq:c}
\end{align}
The factor 2 in the second line comes from the two basal directions. Dividing the first line by $C_{11}+C_{12}$ gives the two-stage argument as an equation:
\begin{equation}
\alpha_a=\frac{p_a}{C_{11}+C_{12}}-\frac{C_{13}}{C_{11}+C_{12}}\,\alpha_c .
\label{eq:stages}
\end{equation}
The first term is the expansion with $c$ clamped. The second is the elastic response of the plane to the final expansion along $c$.

To eliminate $\alpha_c$, multiply \eqref{eq:a} by $C_{33}$ and \eqref{eq:c} by $C_{13}$, and subtract. To eliminate $\alpha_a$, multiply \eqref{eq:c} by $C_{11}+C_{12}$ and \eqref{eq:a} by $2C_{13}$, and subtract. The results are
\begin{align}
\alpha_a&=\frac{C_V}{V}\,\frac{C_{33}\gamma_a-C_{13}\gamma_c}{D},\label{eq:alphaa}\\
\alpha_c&=\frac{C_V}{V}\,\frac{(C_{11}+C_{12})\gamma_c-2C_{13}\gamma_a}{D},\label{eq:alphac}\\
D&=C_{33}(C_{11}+C_{12})-2C_{13}^2 .
\end{align}
Reading off the coefficients of $p_a$ and $p_c$ gives the elastic compliances
\begin{equation}
s_{11}+s_{12}=\frac{C_{33}}D,\qquad
s_{13}=-\frac{C_{13}}D,\qquad
s_{33}=\frac{C_{11}+C_{12}}D ,
\end{equation}
so that $\alpha_a=(s_{11}+s_{12})p_a+s_{13}p_c$ and $\alpha_c=2s_{13}p_a+s_{33}p_c$.

\section*{When contraction is possible}

The signs follow from mechanical stability. For equal basal strains $u$ and a strain $w$ along $c$, the elastic energy density is
\begin{equation}
(C_{11}+C_{12})u^2+2C_{13}uw+\tfrac12C_{33}w^2 .
\end{equation}
It must be positive for every nonzero pair $(u,w)$. This requires $C_{11}+C_{12}>0$, $C_{33}>0$ and, from the discriminant, $D>0$. Therefore $s_{11}+s_{12}$ and $s_{33}$ are positive. The off-diagonal compliance $s_{12}$ cannot produce the contraction, because it enters through a positive sum. A negative $s_{13}$, which means $C_{13}>0$, is necessary.

It is not sufficient. For positive $\gamma_a$ and $\gamma_c$, the numerators give the conditions
\begin{align}
\alpha_a<0&\quad\text{if and only if}\quad C_{13}\gamma_c>C_{33}\gamma_a,\\
\alpha_c<0&\quad\text{if and only if}\quad 2C_{13}\gamma_a>(C_{11}+C_{12})\gamma_c .
\end{align}
The ratio of the two thermal pushes must pass a threshold set by the elastic constants. The threshold need not be large: if $C_{13}>C_{33}$, which stability allows when $C_{11}+C_{12}$ is large enough, the basal plane contracts even for equal pushes.

The two contractions cannot occur together. Multiply \eqref{eq:a} by $2\alpha_a$ and \eqref{eq:c} by $\alpha_c$, then add:
\begin{equation}
2(C_{11}+C_{12})\alpha_a^2+4C_{13}\alpha_a\alpha_c+C_{33}\alpha_c^2
=2p_a\alpha_a+p_c\alpha_c .
\end{equation}
The left side is twice an elastic energy and hence positive. With $p_a,p_c>0$, at least one expansion coefficient must be positive. A contracting axis is thus accompanied by an expanding one.

The volume is a separate matter. Adding the compliance forms gives
\begin{equation}
2\alpha_a+\alpha_c=2\chi_ap_a+\chi_cp_c,\quad
\chi_a=s_{11}+s_{12}+s_{13},\quad
\chi_c=2s_{13}+s_{33}.
\end{equation}
Here $\chi_a$ and $\chi_c$ are the linear compressibilities under hydrostatic pressure. If both are positive, the volume grows even while one axis shrinks. If one is negative, positive Gruneisen parameters no longer guarantee that.

\section*{The same answer from entropy}

Let $s$ be the entropy density and $\sigma_i$ the stress. From $d(f-\sum_i\sigma_i\varepsilon_i)=-s\,dT-\sum_i\varepsilon_i\,d\sigma_i$, equality of the mixed derivatives gives
\begin{equation}
\alpha_1=\left(\frac{\partial\varepsilon_1}{\partial T}\right)_{\sigma}
=\left(\frac{\partial s}{\partial\sigma_1}\right)_T .
\end{equation}
The crystal contracts along a basal direction if tension along that direction lowers its entropy. The entropy of an oscillator depends on $\omega/T$ alone, so a change of frequency at fixed $T$ changes it by $-c_m\,d\ln\omega_m$. Tension along $a$ lengthens that direction but, for $s_{13}<0$, shortens $c$. Modes sensitive to $c$ can stiffen enough for the total entropy to fall. The naive argument in the question considered a pure strain; the free crystal answers to a pure stress.

\section*{A numerical example}

Take $C_{11},C_{12},C_{13},C_{33}=165,30,50,60$ GPa and $V=15$ \AA$^3$. Each atom contributes one soft mode of 8 meV with $\gamma_a=1.2$, $\gamma_c=3.0$, and two hard modes of 20 meV with $\gamma_a=2.5$, $\gamma_c=1.3$. All frequencies within a group are equal. First,
\begin{equation}
D=60(165+30)-2(50)^2=6700\ \text{GPa}^2 .
\end{equation}
The basal plane contracts if $\gamma_c/\gamma_a>60/50=1.20$, and $c$ contracts if $\gamma_c/\gamma_a<100/195=0.513$. Between these values both axes expand.

At 30 K the oscillator formula gives heat capacities per volume of 0.438 MPa/K for the soft mode and 0.048 MPa/K for the two hard modes together. The soft mode dominates, and the averages are $\gamma_a=1.33$ and $\gamma_c=2.83$. Their ratio, 2.13, is well above the threshold. The thermal stress rates are $p_a=0.646$ and $p_c=1.377$ MPa/K, so
\begin{align}
\alpha_a&=\frac{60(0.646)-50(1.377)}{6700}\times10^{-3}
=-4.5\times10^{-6}\ \text{K}^{-1},\\
\alpha_c&=\frac{195(1.377)-100(0.646)}{6700}\times10^{-3}
=30.4\times10^{-6}\ \text{K}^{-1}.
\end{align}
The factor $10^{-3}$ converts MPa to GPa.

Equation \eqref{eq:stages} shows the competition. With $c$ clamped the plane would expand by $0.646/195$ in MPa/GPa, or $3.3\times10^{-6}$ K$^{-1}$. The elastic pull is $-(50/195)(30.4)=-7.8$ in units of $10^{-6}$ K$^{-1}$. The sum is $-4.5$.

The compliance form splits the same total differently, into $5.8$ from $p_a$ and $-10.3$ from $p_c$. The term $5.8$ exceeds the clamped value $3.3$ because it describes a push in the plane with $c$ free to shrink, which makes the plane easier to expand.

If $C_{13}$ is set to zero, with the other elastic constants and the modes unchanged, both axes expand. The first-order coefficients are then $p_a/(C_{11}+C_{12})$ and $p_c/C_{33}$, or $3.3$ and $22.9$ in the same units. At its value here, the coupling thus turns the plane's expansion into contraction and also raises the expansion along $c$. A weaker coupling need not do either: with $C_{13}=20$ GPa the coefficients are $1.0$ and $22.3$.

\section*{Why the contraction disappears on warming}

Averaged over the two basal directions, the contribution of each mode to $\alpha_a$ has the sign of $C_{33}\gamma_a-C_{13}\gamma_c$, with that mode's own averaged parameters. This is $72-150=-78$ GPa for the soft mode and $150-65=85$ GPa for each hard mode. Every mode has positive Gruneisen parameters, yet the two groups act oppositely on $a$. The contributions cancel when the heat capacity of one hard mode is $78/170=0.46$ of that of the soft mode, which happens at 66 K. Above this temperature the hard modes win.

The first-order formula can be compared with the full model, in which the free energy is minimized numerically over all six strains and the equilibrium strain is differentiated by finite differences. In units of $10^{-6}$ K$^{-1}$:
\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & $\alpha_a$, full & $\alpha_a$, first order & $\alpha_c$, full & $\alpha_c$, first order\\
20 & $-2.24$ & $-2.24$ & 13.5 & 13.5\\
30 & $-4.50$ & $-4.49$ & 30.5 & 30.4\\
50 & $-3.18$ & $-3.16$ & 48.8 & 48.5\\
100 & 5.28 & 5.21 & 60.6 & 60.1\\
300 & 11.8 & 11.6 & 64.9 & 64.3
\end{tabular}
\end{center}
The close agreement holds within this model, whose static energy is quadratic in strain and whose $\ln\omega_m$ is linear in it. It does not measure the error for a real crystal at high temperature. If, for example, $C_{33}$ also falls on stretching along $c$ at the rate $dC_{33}/d\varepsilon_3=-5C_{33}$, that is, if a term $-\frac56C_{33}\varepsilon_3^3$ is added to the static energy density, the full values at 300 K become 8.7 and 77, while $\alpha_a$ at 30 K stays at $-4.5$ and the sign change moves only from 66 to 67 K.

At 300 K the ratio $\gamma_c/\gamma_a$ is 0.92, inside the window where both axes expand. As $T\to0$ both coefficients vanish because the modes freeze out. From 0 K to the sign change the full model gives a basal strain of $-1.6\times10^{-4}$: a bar 10 mm long, cut along a basal direction, shortens by 1.6 $\mu$m.

The other contraction needs the opposite anisotropy. Keep the elastic constants, but take $\gamma_a=3.0$, $\gamma_c=1.0$ and the classical heat capacity $3k$ per atom. The ratio 0.33 is below 0.513, and the first-order formulas give $\alpha_a=54$ and $\alpha_c=-43$ in units of $10^{-6}$ K$^{-1}$. Now the expanding plane pulls $c$ in.

\section*{Beside a real metal}

The elastic constants, the atomic volume and the general scale of the mode energies are rough values for zinc, a hexagonal metal much softer along $c$ than in the plane. The elastic constants are near the room-temperature values; with stiffer low-temperature values, about $179, 37.5, 55.4, 68.8$ GPa, the same modes give $\alpha_a=-3.6\times10^{-6}$ K$^{-1}$ at 30 K and a sign change at 62 K. Zinc does expand far more along $c$ than along $a$ near room temperature, and its basal plane contracts on heating at low temperature. The Gruneisen parameters were chosen to place the model in this regime, so the resemblance is an illustration of the mechanism and not a prediction for zinc.

One crude assumption is that each group has a single frequency. Replacing each by a Debye band with the same root-mean-square frequency changes $\alpha_a$ at 30 K from $-4.5$ to $-3.6\times10^{-6}$ K$^{-1}$ and moves the sign change from 66 to 61 K. Elastic constants also change with temperature: a $C_{33}$ lower by 5\%, all else fixed, gives $-5.2\times10^{-6}$ K$^{-1}$, and one higher by 5\% gives $-3.9\times10^{-6}$ K$^{-1}$. Lowering the soft frequency by 2\% at fixed strain, as a stand-in for phonon interactions, gives $-4.6\times10^{-6}$ K$^{-1}$. Conduction electrons add a thermal stress. For a free-electron gas the pressure is two thirds of the energy density, so its stress rate is two thirds of its heat capacity per volume; with two electrons per atom this adds about $0.002\times10^{-6}$ K$^{-1}$ to $\alpha_a$ at 30 K. The number is so small partly because equal pushes nearly cancel in $C_{33}-C_{13}$; the electrons of an anisotropic metal need not push equally, and the same heat capacity with electronic parameters $\gamma_a=0$, $\gamma_c=6$ would add $-0.11\times10^{-6}$ K$^{-1}$. None of these changes, taken singly, reverses the sign at 30 K. Close to the sign change, small effects can decide it. At the lowest temperatures the electrons can decide it too, because their stress rate falls only in proportion to $T$, while that of the acoustic vibrations in a real crystal falls as $T^3$.

In this example a component must also be a single crystal, or strongly textured, to show the contraction. If randomly oriented grains expanded without constraining one another, their mean linear expansion at 30 K would be $(2\alpha_a+\alpha_c)/3=7.1\times10^{-6}$ K$^{-1}$ to first order. If all grains were instead forced to the same strain, it would be $(2p_a+p_c)/(2C_{11}+2C_{12}+4C_{13}+C_{33})=4.1\times10^{-6}$ K$^{-1}$. Both are positive. For a stress-free single crystal whose thermal stress comes from its vibrations, the design condition is the threshold on $\gamma_c/\gamma_a$, evaluated with the elastic constants and the excited modes at the temperature of use.

All numerical values are calculated from the stated model.
